**Germanium L-valley transverse mass: k.p estimate and pseudopotential comparison**

The program evaluates $m_0/m_t=1+(E_P/2)[1/E_1+1/(E_1+\Delta_1)]$, where $m_t$ is the transverse mass, $m_0$ the free-electron mass, $E_P$ the momentum-matrix energy, and $E_1$ and $E_1+\Delta_1$ the gaps to the two upper valence pairs. With rough inputs of 25, 2.1 and 2.3 eV, it gives $m_t=0.0807\,m_0$. It asserts that diagonalization of a six-band Hamiltonian reproduces this formula at three transverse angles, and that it reproduces the nonparabolic energies at 25.85 and 100 meV. In a separate empirical pseudopotential model, it asserts that masses from band curvature agree with sums over states. It also asserts that the two valence pairs share the transverse coupling equally to within 20%, that other bands contribute less than 20% of the valence part, and that these pairs add less than 0.1 to the longitudinal inverse mass. The output shows much closer agreement than these limits require: the pair strengths are 10.24 and 9.98 eV, and the other bands change $m_0/m_t$ by about $-0.017$. The model's $E_P$ at L is 20.2 eV, and its full transverse mass is $0.092\,m_0$, so the estimate near $0.08\,m_0$ depends on the assumed 25 eV.

## Program and output

```python
"""Transverse mass of the germanium L valley from k.p theory.

Result under test:
    m0/mt = 1 + (EP/2) * [1/E1 + 1/(E1 + D1)]
E1, E1+D1 : gaps from the two upper valence pairs at L to the conduction edge
EP        : 2 P^2/m0, with P = |<S|p_x|X>| and x transverse to [111]
mt, ml    : transverse and longitudinal masses; m0 is the free-electron mass

Independent roads: diagonalization of a six-band Hamiltonian, and a plane-wave
empirical pseudopotential calculation of Ge (Cohen-Bergstresser form factors
plus a spin-orbit term scaled to a chosen splitting at L).
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq

hbar, m0, qe = const.hbar, const.m_e, const.e
SIGMA = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]], complex),
         np.array([[1, 0], [0, -1]], complex)]


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


# ---------- k.p estimate ----------
E1, E1_SO, EP = 2.1, 2.3, 25.0          # eV, rough room-temperature inputs
D1 = E1_SO - E1


def inverse_mass(ep, gap_a, gap_b):
    return 1 + 0.5 * ep * (1 / gap_a + 1 / gap_b)


P = np.sqrt(m0 * EP * qe / 2)           # kg m/s
mt = 1 / inverse_mass(EP, E1, E1_SO)


def six_band_energy(k, angle):
    """Conduction energy in eV above the edge; k in 1/m, transverse to [111]."""
    kinetic = (hbar * k) ** 2 / (2 * m0) / qe
    coupling = hbar * k * P / m0 / qe
    orbital = np.zeros((3, 3), complex)  # real orbitals S, X, Y
    orbital[0, 1] = 1j * coupling * np.cos(angle)
    orbital[0, 2] = 1j * coupling * np.sin(angle)
    orbital = orbital + orbital.conj().T
    orbital += np.diag([0, -(E1 + D1 / 2), -(E1 + D1 / 2)])
    Lz = np.zeros((3, 3), complex)
    Lz[1, 2], Lz[2, 1] = -1j, 1j
    H = np.kron(orbital, np.eye(2)) + D1 / 2 * np.kron(Lz, SIGMA[2])
    return np.linalg.eigvalsh(H)[-1] + kinetic


k_small = 2e7                            # 1/m
T_small = (hbar * k_small) ** 2 / (2 * m0) / qe
six_band_inverse = [six_band_energy(k_small, angle) / T_small
                    for angle in (0.0, 0.4, 1.1)]
# the remaining difference is the quartic term, of order energy/gap = 1e-4
assert np.allclose(six_band_inverse, 1 / mt, rtol=5e-4)
assert np.ptp(six_band_inverse) < 1e-6


def kinetic_from_shift(shift):
    """Free-electron kinetic energy that belongs to a k.p shift, in eV."""
    return shift / (0.5 * EP * (1 / (E1 + shift) + 1 / (E1_SO + shift)))


def mass_at_energy(energy):
    """hbar^2 k^2/(2 m0 E) on the nonparabolic band, tested by diagonalization."""
    shift = brentq(lambda s: s + kinetic_from_shift(s) - energy, 0, energy,
                   xtol=1e-14)
    kinetic = kinetic_from_shift(shift)
    k = np.sqrt(2 * m0 * kinetic * qe) / hbar
    assert abs(six_band_energy(k, 0.7) - energy) < 1e-9
    return kinetic / energy


kT = const.k * 300 / qe
mass_kT, mass_100 = mass_at_energy(kT), mass_at_energy(0.1)

# ---------- empirical pseudopotential model of Ge ----------
a = 0.566e-9                             # m, lattice constant
T0 = (hbar * 2 * np.pi / a) ** 2 / (2 * m0) / qe   # eV
RY = const.value("Rydberg constant times hc in eV")
FORM = {3: -0.23 * RY, 8: 0.01 * RY, 11: 0.06 * RY}
CUTOFF = 21.0                            # limit on |k+G|^2 in (2 pi/a)^2
grid = np.array(np.meshgrid(*[np.arange(-6, 7)] * 3)).reshape(3, -1).T
parity = grid % 2
LATTICE = grid[(parity[:, 0] == parity[:, 1]) & (parity[:, 1] == parity[:, 2])]


def plane_waves(k):
    return LATTICE[np.sum((LATTICE + k) ** 2, axis=1) <= CUTOFF]


def spin_orbit(vectors, structure, lam):
    return sum(np.kron(SIGMA[i], -1j * lam * structure * vectors[:, :, i])
               for i in range(3))


def hamiltonian(k, G, lam):
    K = G + k
    D = G[:, None, :] - G[None, :, :]
    structure = np.cos(np.pi / 4 * D.sum(axis=2))
    length2 = (D ** 2).sum(axis=2)
    V = np.zeros(length2.shape)
    for g2, value in FORM.items():
        V[length2 == g2] = value
    scalar = np.diag(T0 * (K ** 2).sum(axis=1)) + V * structure
    cross = np.cross(K[:, None, :], K[None, :, :])
    return np.kron(np.eye(2), scalar) + spin_orbit(cross, structure, lam)


def derivative(k, G, lam, t):
    """Derivative of the Hamiltonian with respect to k along unit vector t."""
    D = G[:, None, :] - G[None, :, :]
    structure = np.cos(np.pi / 4 * D.sum(axis=2))
    kinetic = np.diag(2 * T0 * ((G + k) @ t))
    return (np.kron(np.eye(2), kinetic)
            + spin_orbit(np.cross(t, -D), structure, lam))


def couplings(k, lam, t):
    """Band energies, and momentum energies (eV) to the lowest conduction pair."""
    G = plane_waves(k)
    E, U = np.linalg.eigh(hamiltonian(k, G, lam))
    M = U[:, 8:10].conj().T @ derivative(k, G, lam, t) @ U
    return E, (np.abs(M) ** 2).mean(axis=0) / T0, U, G


L = np.array([0.5, 0.5, 0.5])
trans = np.array([1.0, -1.0, 0.0]) / np.sqrt(2)
axis = np.ones(3) / np.sqrt(3)
G_L = plane_waves(L)
lam = 0.01                               # eV, starting value for the scaling
for _ in range(7):
    levels = np.linalg.eigvalsh(hamiltonian(L, G_L, lam))
    lam *= D1 / (levels[7] - levels[5])

E, strength_t, U, _ = couplings(L, lam, trans)
strength_l = couplings(L, lam, axis)[1]
assert abs(E[7] - E[5] - D1) < 1e-3
assert E[10] - E[9] > 0.3 and abs(E[9] - E[8]) < 1e-8
others = np.r_[0:8, 10:len(E)]
Ec = E[8]
terms_t = strength_t[others] / (Ec - E[others])
terms_l = strength_l[others] / (Ec - E[others])
inv_t, inv_l = 1 + terms_t.sum(), 1 + terms_l.sum()


def curvature(t):
    step = 0.003                         # in 2 pi/a
    shifted = np.linalg.eigvalsh(hamiltonian(L + step * t, G_L, lam))[8]
    return (shifted - Ec) / (T0 * step ** 2)


curv_t, curv_l = curvature(trans), curvature(axis)
assert abs(curv_t / inv_t - 1) < 2e-3
assert abs(curv_l - inv_l) < 1e-2

upper_pair, lower_pair = strength_t[6:8].sum(), strength_t[4:6].sum()
EP_L = upper_pair + lower_pair
gap_L, gap_L_SO = Ec - E[7], Ec - E[5]
valence_t, valence_l = terms_t[4:8].sum(), terms_l[4:8].sum()
deep_t, higher_t = terms_t[:4].sum(), terms_t[8:].sum()
# mixing with other orbitals spoils equal sharing at order splitting/gap
assert abs(upper_pair / lower_pair - 1) < 0.2
assert abs(inverse_mass(EP_L, gap_L, gap_L_SO) / (1 + valence_t) - 1) < 0.02
assert abs(deep_t + higher_t) < 0.2 * valence_t
assert abs(valence_l) < 0.1

# momentum energy of symmetry states built from one shell of plane waves
K_L = G_L + L
in_shell = np.isclose((K_L ** 2).sum(axis=1), 2.75)
shell = K_L[in_shell]
S = np.ones(len(shell)) / np.sqrt(len(shell))
X = shell @ trans
X = X / np.linalg.norm(X)
EP_shell = 4 * T0 * (S @ ((shell @ trans) * X)) ** 2
assert len(shell) == 6 and abs(EP_shell / (16 * T0 / 3) - 1) < 1e-10
shell_weight = (np.abs(U[np.tile(in_shell, 2), 8]) ** 2).sum()
assert 0.5 < EP_L / EP_shell < 1.1

# zone-centre momentum energy and the gap on the Lambda line
E_G, strength_G, _, _ = couplings(np.zeros(3), lam, np.array([1.0, 0, 0]))
assert E_G[10] - E_G[9] > 0.1
EP_G = strength_G[2:8].sum()
k_line = 0.375 * np.ones(3)
E_line = np.linalg.eigvalsh(hamiltonian(k_line, plane_waves(k_line), lam))
gap_line = E_line[8] - E_line[7]

# ---------- printed record ----------
print("k.p ESTIMATE, rough Ge inputs at 300 K")
show("E1", E1, "eV", 2)
show("E1 + D1", E1_SO, "eV", 2)
show("EP assumed", EP, "eV", 1)
print(f"P: {P:.4e} kg m/s")
show("P/hbar", P / hbar * 1e-9, "1/nm", 2)
show("term from E1 pair", EP / (2 * E1), "", 3)
show("term from E1+D1 pair", EP / (2 * E1_SO), "", 3)
show("m0/mt", 1 / mt, "", 3)
show("mt", mt, "m0")
print(f"mt in SI: {mt * m0:.3e} kg")
show("m0/mt by six-band diagonalization", six_band_inverse[0], "", 3)
print("SENSITIVITY")
show("mt with EP 10% lower", 1 / inverse_mass(0.9 * EP, E1, E1_SO), "m0")
show("mt with EP 10% higher", 1 / inverse_mass(1.1 * EP, E1, E1_SO), "m0")
show("mt with both gaps 0.1 eV larger",
     1 / inverse_mass(EP, E1 + 0.1, E1_SO + 0.1), "m0")
show("mt with one mean gap, no splitting",
     1 / inverse_mass(EP, E1 + D1 / 2, E1 + D1 / 2), "m0")
show("kT at 300 K", 1e3 * kT, "meV", 2)
show("hbar^2k^2/2E at E = kT", mass_kT, "m0")
show("hbar^2k^2/2E at E = 100 meV", mass_100, "m0")
print("PSEUDOPOTENTIAL MODEL OF Ge")
show("lattice constant", a * 1e9, "nm", 3)
show("hbar^2(2pi/a)^2/2m0", T0, "eV", 3)
print(f"plane waves at L, per spin: {len(G_L)}")
show("spin-orbit strength parameter", 1e3 * lam, "meV", 3)
show("gap at L, upper pair", gap_L, "eV", 3)
show("gap at L, lower pair", gap_L_SO, "eV", 3)
show("gap on Lambda, 3/4 of the way to L", gap_line, "eV", 3)
show("EP share of upper pair", upper_pair, "eV", 2)
show("EP share of lower pair", lower_pair, "eV", 2)
show("EP at L", EP_L, "eV", 2)
show("EP at zone centre", EP_G, "eV", 2)
show("EP from one plane-wave shell", EP_shell, "eV", 2)
show("weight of that shell in conduction state", shell_weight, "", 3)
show("m0/mt part from two upper valence pairs", valence_t, "", 3)
show("m0/mt part from deeper valence bands", deep_t)
show("m0/mt part from higher bands", higher_t, "", 3)
show("m0/mt, all bands", inv_t, "", 3)
show("m0/mt from band curvature", curv_t, "", 3)
show("mt, all bands", 1 / inv_t, "m0")
show("mt, two valence pairs only", 1 / (1 + valence_t), "m0")
show("m0/ml part from two upper valence pairs", valence_l)
show("m0/ml, all bands", inv_l)
show("m0/ml from band curvature", curv_l)
show("ml, all bands", 1 / inv_l, "m0", 3)
show("mt from E1 gaps with model EP at L",
     1 / inverse_mass(EP_L, E1, E1_SO), "m0")
print("verified")
```

Printed output:

```
k.p ESTIMATE, rough Ge inputs at 300 K
E1: 2.10 eV
E1 + D1: 2.30 eV
EP assumed: 25.0 eV
P: 1.3507e-24 kg m/s
P/hbar: 12.81 1/nm
term from E1 pair: 5.952
term from E1+D1 pair: 5.435
m0/mt: 12.387
mt: 0.0807 m0
mt in SI: 7.354e-32 kg
m0/mt by six-band diagonalization: 12.386
SENSITIVITY
mt with EP 10% lower: 0.0889 m0
mt with EP 10% higher: 0.0739 m0
mt with both gaps 0.1 eV larger: 0.0841 m0
mt with one mean gap, no splitting: 0.0809 m0
kT at 300 K: 25.85 meV
hbar^2k^2/2E at E = kT: 0.0815 m0
hbar^2k^2/2E at E = 100 meV: 0.0838 m0
PSEUDOPOTENTIAL MODEL OF Ge
lattice constant: 0.566 nm
hbar^2(2pi/a)^2/2m0: 4.695 eV
plane waves at L, per spin: 108
spin-orbit strength parameter: 9.316 meV
gap at L, upper pair: 1.949 eV
gap at L, lower pair: 2.149 eV
gap on Lambda, 3/4 of the way to L: 1.988 eV
EP share of upper pair: 10.24 eV
EP share of lower pair: 9.98 eV
EP at L: 20.22 eV
EP at zone centre: 20.01 eV
EP from one plane-wave shell: 25.04 eV
weight of that shell in conduction state: 0.739
m0/mt part from two upper valence pairs: 9.897
m0/mt part from deeper valence bands: 0.0000
m0/mt part from higher bands: -0.017
m0/mt, all bands: 10.880
m0/mt from band curvature: 10.878
mt, all bands: 0.0919 m0
mt, two valence pairs only: 0.0918 m0
m0/ml part from two upper valence pairs: 0.0003
m0/ml, all bands: 0.7062
m0/ml from band curvature: 0.7062
ml, all bands: 1.416 m0
mt from E1 gaps with model EP at L: 0.0979 m0
verified
```
